# Orientation Grids, Interpolation and Triangle Projection for EPR Powder Spectra

## Definitions and conventions

A spin 1/2 with an anisotropic $g$ tensor sits in a magnetic field of fixed strength $B$. The unit vector $\mathbf n=(n_1,n_2,n_3)$ gives the field direction in the principal frame of the tensor, with polar angle $\theta$ measured from axis 3 and azimuth $\phi$ from axis 1. In atomic units the Bohr magneton is $1/2$, so

$$H=\mathbf v\cdot\mathbf S,\qquad v_i=\tfrac{B}{2}\,g_i n_i .$$

Since $(\mathbf v\cdot\mathbf S)^2=|\mathbf v|^2/4$, the levels are $\pm|\mathbf v|/2$ and the resonance energy is their difference,

$$E(\mathbf n)=\tfrac{B}{2}\sqrt{g_1^2n_1^2+g_2^2n_2^2+g_3^2n_3^2}.$$

The photon energy $E$ is swept at fixed $B$. All orientations are equally likely and all transitions are given the same intensity. Each orientation contributes a normalized Gaussian $L$ of standard deviation $\sigma$:

$$S(E)=\int\frac{d\Omega}{4\pi}\,L\big(E-E(\mathbf n)\big),\qquad L(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.$$

The continuous-wave signal is represented by $dS/dE$. A measured continuous-wave spectrum is swept in field and its transition intensity depends on orientation; both features are left out of this model. Errors are relative $L^2$ errors: the root of the integrated squared deviation divided by the root of the integrated squared exact curve.

The principal energies are $E_i=Bg_i/2$, with $E_1<E_2<E_3$. Because $E(\mathbf n)$ depends on the squares $n_i^2$, one octant contains all the information.

## An exact curve to compare with

Ripple can be mistaken for structure, so the true pattern is needed first. Let $q=E^2$, $q_i=E_i^2$ and $z=\cos\theta$. At fixed azimuth,

$$q=Q+(q_3-Q)z^2,\qquad Q=q_1\cos^2\phi+q_2\sin^2\phi .$$

For isotropic orientations $z$ is uniform on $[0,1]$, so the density of $q$ at fixed $\phi$ is $1/(dq/dz)=1/[2(q_3-Q)z]$. Inserting $z=\sqrt{(q-Q)/(q_3-Q)}$ and averaging over a quarter turn, which has weight $2/\pi$, gives

$$p(q)=\frac1\pi\int_{Q<q}\frac{d\phi}{\sqrt{(q_3-Q)(q-Q)}} .$$

Put $t=\tan\phi$, so that $d\phi=dt/(1+t^2)$. Each bracket also acquires a denominator $1+t^2$, and these factors cancel:

$$p(q)=\frac1\pi\int\frac{dt}{\sqrt{(a+bt^2)(c+dt^2)}},$$

with $a=q_3-q_1$, $b=q_3-q_2$, $c=q-q_1$, $d=q-q_2$. Expanding the products shows that

$$bc-ad=(q_2-q_1)(q_3-q)\equiv w,\qquad bc=(q_3-q_2)(q-q_1)\equiv u .$$

For $q>q_2$ the range is $0<t<\infty$. The substitution $t=\sqrt{a/b}\,\tan\chi$ turns the integral into

$$\int_0^{\pi/2}\frac{d\chi}{\sqrt{bc\cos^2\chi+ad\sin^2\chi}}=\int_0^{\pi/2}\frac{d\chi}{\sqrt{u-w\sin^2\chi}}=\frac{K(w/u)}{\sqrt u},$$

where $K(m)=\int_0^{\pi/2}d\chi\,(1-m\sin^2\chi)^{-1/2}$. For $q<q_2$, $d$ is negative and $t$ stops at $\sqrt{c/|d|}$. With $t=\sqrt{c/|d|}\,\cos\chi$ the integral becomes

$$\int_0^{\pi/2}\frac{d\chi}{\sqrt{a|d|+bc\cos^2\chi}}=\int_0^{\pi/2}\frac{d\chi}{\sqrt{w-u\sin^2\chi}}=\frac{K(u/w)}{\sqrt w},$$

because $a|d|+bc=w$. Both cases read

$$p(q)=\frac{K(m)}{\pi\sqrt{\max(u,w)}},\qquad m=\frac{\min(u,w)}{\max(u,w)},$$

and the density in energy is $2E\,p(E^2)$. At $E_2$ the two products are equal, $m=1$, and the density diverges logarithmically. At $E_1$ and $E_3$ it ends in finite steps. In the axial limit $q_1=q_2$, $w=0$ and $K(0)=\pi/2$, so $p=1/[2\sqrt{(q_3-q_1)(q-q_1)}]$: the singularity has moved to the lower edge and changed from a logarithm to an inverse square root.

## The naive scheme: one line per orientation

The direct method replaces the integral by $\sum_jw_jL(E-E(\mathbf n_j))$, a set of broadened sticks. Three grids are considered.

**Random.** Take $N$ independent isotropic directions with weights $1/N$. At each $E$ the sum has mean $S$ and variance $(\langle L^2\rangle-S^2)/N$, where the brackets average over orientation. Integrating over $E$ turns $\langle L^2\rangle$ into $\int L^2dx$, because shifting a line does not change its integral. The mean squared relative error is therefore

$$\epsilon^2=\frac1N\left(\frac{\int L^2dx}{\int S^2dE}-1\right),\qquad \int L^2dx=\frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}=\frac1{2\sqrt\pi\,\sigma}.$$

The same argument holds for the derivative with $L'$ and $S'$. Since $L'=-xL/\sigma^2$ and $\int x^2e^{-x^2/\sigma^2}dx=\sqrt\pi\,\sigma^3/2$, one finds $\int L'^2dx=1/(4\sqrt\pi\,\sigma^3)$. Narrow lines are thus costly, and more so in the derivative.

**Spiral.** Spread $N$ points over a hemisphere, each owning the area $2\pi/N$, so that the wanted spacing is $s=\sqrt{2\pi/N}$. Equal areas follow from equal steps in $z$:

$$\cos\theta_j=\frac{j+1/2}{N},\qquad \phi_j=\sqrt{2\pi N}\,\theta_j,\qquad j=0,\dots,N-1.$$

Successive turns are separated by $2\pi/\sqrt{2\pi N}=s$. Between successive points $|\Delta\theta|\approx1/(N\sin\theta)$, so the step along the turn is $\sin\theta\,|\Delta\phi|\approx\sqrt{2\pi N}/N=s$ as well. This estimate holds away from the pole.

**Triangular.** Divide the octant into $M$ polar intervals of $h=\pi/(2M)$. Row $k$ lies at $\theta_k=kh$ and carries $k+1$ points at $\phi_{kj}=j\pi/(2k)$; row 0 is the pole. This gives $N=(M+1)(M+2)/2$ nodes joined into $M^2$ triangles. A linear function integrates over a flat triangle to the area times the mean of its vertex values, so each node receives one third of every adjacent triangle area.

The solid angle $\Omega$ of a triangle with unit vertices $\mathbf a,\mathbf b,\mathbf c$, ordered so that the triple product is positive, is obtained from

$$\tan\frac\Omega2=\frac{\mathbf a\cdot(\mathbf b\times\mathbf c)}{1+\mathbf a\cdot\mathbf b+\mathbf b\cdot\mathbf c+\mathbf c\cdot\mathbf a}.$$

To see why, let $|a\rangle$ be the spin-1/2 state polarized along $\mathbf a$, with projector $(1+\mathbf a\cdot\boldsymbol\tau)/2$ and Pauli matrices $\boldsymbol\tau$. The trace of three projectors gives

$$\langle a|b\rangle\langle b|c\rangle\langle c|a\rangle=\tfrac14\big[1+\mathbf a\cdot\mathbf b+\mathbf b\cdot\mathbf c+\mathbf c\cdot\mathbf a+i\,\mathbf a\cdot(\mathbf b\times\mathbf c)\big].$$

Its phase is additive when a triangle is cut in two. The overlaps along the cut occur in both directions and multiply to a positive number, and a point inserted on an edge adds no phase because the triple product of three vectors on one great circle vanishes. For a tiny triangle the bracket tends to $4+2i\Omega$, so the phase is $\Omega/2$. Summing over ever smaller pieces proves the formula for the triangles used here.

## Why the sticks show

Consider one cell of an ordered grid. Across it the resonance energy changes by about $h|\nabla E|$, yet the cell is represented by a single energy. If $\sigma$ is much smaller than this change, the broadened stick cannot stand for the energies that the cell contains. Sticks from other cells may fall in the gaps, but for three distinct principal values none of the grids above is built to make them do so evenly.

For weak anisotropy and $E_1\approx E_2$, $E\approx E_1+\Delta\cos^2\theta$ with $\Delta=E_3-E_1$. The slope is $|\partial E/\partial\theta|=\Delta|\sin2\theta|\le\Delta$. A safe mesh for sticks therefore has $h\Delta\lesssim\sigma$, which means $N\approx M^2/2\propto(\Delta/\sigma)^2$. This condition is sufficient, not necessary.

Rearranging the points can help in special cases: for an axial tensor whose unique axis is the axis of the spiral, the spiral keeps neighbouring energies close together. In the example of the last section it then gives a far smaller error than the triangular sticks for the same number of points. With the unique axis along another direction this advantage is not assured. For three distinct principal values, all three grids fail at narrow widths in the worked example. What is missing is the spread of energies inside each cell, and the vertices of a triangle already contain an estimate of it.

## Projecting a triangle onto the energy axis

Let the vertex energies of a triangle, in order, be $\alpha<\beta<\gamma$. Interpolate the energy linearly and let orientations fill the flat triangle uniformly. The part with energy below $x\le\beta$ is a smaller triangle sharing the vertex $\alpha$. Its two sides at that vertex are the fractions $(x-\alpha)/(\beta-\alpha)$ and $(x-\alpha)/(\gamma-\alpha)$ of the full sides, and the area fraction is their product. Applying the same argument from the vertex $\gamma$ gives

$$F(x)=\begin{cases}\dfrac{(x-\alpha)^2}{(\beta-\alpha)(\gamma-\alpha)},&\alpha\le x\le\beta,\\[2ex]1-\dfrac{(\gamma-x)^2}{(\gamma-\beta)(\gamma-\alpha)},&\beta\le x\le\gamma.\end{cases}$$

The density $F'(x)$ is a tent that rises linearly from $\alpha$, reaches $2/(\gamma-\alpha)$ at $\beta$ and falls linearly to zero at $\gamma$. If two vertex energies coincide, one side of the tent becomes vertical. If all three coincide, the tent becomes a stick.

An energy bin from $x_i$ to $x_{i+1}$ receives $F(x_{i+1})-F(x_i)$ times the triangle's share of the octant area. The histogram is then convolved with $L$ or $L'$. The bins must be narrow compared with $\sigma$.

### What error remains

Let $\mathbf x=\sum_i\lambda_i\mathbf x_i$ be a point of the flat triangle, with $\lambda_i\ge0$ and $\sum_i\lambda_i=1$, and regard $E$ as a function on that triangle by radial projection from the sphere. Expand the vertex energies about $\mathbf x$. The linear terms cancel because $\sum_i\lambda_i(\mathbf x_i-\mathbf x)=0$, leaving

$$\varepsilon\equiv\sum_i\lambda_iE(\mathbf x_i)-E(\mathbf x)\approx\tfrac12\sum_i\lambda_i(\mathbf x_i-\mathbf x)\cdot E''\cdot(\mathbf x_i-\mathbf x)=O(h^2).$$

The assumption of uniform filling is also good to second order. A flat element $dA$ at distance $r$ from the centre, in a plane at distance $r_0$, subtends $r_0\,dA/r^3$, and both $r$ and $r_0$ differ from 1 by $O(h^2)$.

A displacement $\varepsilon$ changes a line by $-\varepsilon L'$ to first order. Where the energy density is bounded by $p_{\max}$ across the linewidth,

$$|\delta S|\lesssim\varepsilon_{\max}\,p_{\max}\int|L'|\,dx=\varepsilon_{\max}\,p_{\max}\,\frac{2}{\sqrt{2\pi}\,\sigma},$$

since $\int|L'|dx=2L(0)$. The mesh condition has become $h^2|E''|\ll\sigma$ in place of $h|\nabla E|\lesssim\sigma$. It corresponds to $N\propto\Delta/\sigma$ and no longer to its square.

### Why coarse projection can still ripple

The remaining error is small but not smooth. Near axis 3 of an axial tensor, write $E\approx E_3-C\theta^2$. Between rows $k$ and $k+1$, let $t$ be the fraction of the energy interval covered, counted from row $k$, so that $0<t<1$. There are $k+1$ triangles whose tents grow as $2t$ and $k$ whose tents fall as $2(1-t)$. For equal areas, the projected density divided by its mean over the strip is

$$\frac{2t(k+1)+2(1-t)k}{2k+1}=\frac{2(k+t)}{2k+1}.$$

The exact density in this region is constant, because $\theta\,d\theta=|dE|/2C$. The projected one is a sawtooth with teeth of width $Ch^2(2k+1)$ and, for equal areas, relative amplitude $1/(2k+1)$. On the actual grid the edges are chords, which makes triangles with their base on the outer row smaller on average than those with their base on the inner row (area ratio 0.77 at $k=1$, 0.93 at $k=5$). This weakens the sawtooth without removing it: near the pole the actual areas give an amplitude of $0.64/(2k+1)$ at $k=1$ and about $0.59/(2k+1)$ for $k\ge5$, as long as $\theta$ remains small. Toward the equator the amplitude falls below this estimate. For nearly periodic teeth of width $W$, the Gaussian multiplies the fundamental ripple by $e^{-2\pi^2\sigma^2/W^2}$, which is 0.007 at $W=2\sigma$ and 0.29 at $W=4\sigma$. Teeth therefore become visible only when they are several times wider than $\sigma$. Projection on a fixed mesh therefore does not remove ripple for arbitrarily narrow lines.

At a given angle $\theta$, $k\approx\theta/h$. Both the amplitude and the width of the teeth are then proportional to $h$, so a finer mesh helps twice.

## Refining without new diagonalizations

The energy surface is smooth even when the spectrum is not. The expensive energies can therefore be computed on the coarse mesh and interpolated to a much finer one before projection.

In each coarse row a cubic spline runs along $\phi$; at each required azimuth a second spline runs along $\theta$. Symmetry supplies the end conditions. Reflections make $E$ even about $\phi=0$, $\phi=\pi/2$ and $\theta=\pi/2$. At the pole, $E(-\theta,\phi)=E(\theta,\phi+\pi)=E(\theta,\phi)$, so $E$ is even there too. All four end slopes are zero.

The complete scheme is:

1. Compute $E$ at the nodes of a coarse triangular grid.
2. Interpolate these energies by splines to a finer triangular grid.
3. Add the tent of each fine triangle, weighted by its area, to the energy histogram.
4. Convolve once with $L$ or $L'$.

The method needs a smooth energy surface. In larger spin systems a level crossing followed with the wrong label produces a kink, and a transition that exists only for some orientations leaves triangles with missing vertices. Neither the splines nor the $O(h^2)$ estimate can then be used across the affected region.

## Worked example

Take the round model values $g=(2.00,\,2.05,\,2.20)$ and a Zeeman quantum $B/2=20$ µeV, which corresponds to 0.3455 T. The principal energies are $20g_i=40$, 41 and 44 µeV, or 9.67, 9.91 and 10.64 GHz.

With $M=30$, every grid uses $31\cdot32/2=496$ energy evaluations. The interpolated mesh has $M=240$, hence 29161 nodes and 57600 triangles. The mesh angle is $h=0.0524$ and $\Delta=4$ µeV, so

$$h\Delta=0.209\ \text{µeV},\qquad h^2\Delta=0.0110\ \text{µeV}.$$

The first is comparable with a width of 0.2 µeV but far above 0.02 µeV; the second is below both. The absorption errors, in percent, are:

| Method | $\sigma=0.2$ µeV | $0.02$ µeV | $0.005$ µeV |
|---|---:|---:|---:|
| random sticks | 9.2 | 31 | 63 |
| spiral sticks | 0.91 | 20 | 59 |
| triangular sticks | 0.07 | 15 | 51 |
| coarse projection | 0.24 | 0.69 | 1.4 |
| interpolated sticks | 0.001 | 0.02 | 2.1 |
| interpolated projection | 0.004 | 0.01 | 0.02 |

Each stick was rounded to an energy bin 0.0005 µeV wide, and this affects the small stick entries. Without the rounding, interpolated sticks at $\sigma=0.02$ µeV give 0.004 percent, below interpolated projection, and triangular sticks give 0.06 and 50 percent in place of 0.07 and 51. The random entries are root-mean-square values over 300 grids. The variance formula predicts 9.3, 31 and 63 percent.

For broad lines the ordered grids are far better than the random one, and triangular sticks even beat coarse projection. Within a single cell a stick is the cruder approximation, but once the line covers the gaps the stick errors of different cells largely cancel. The error of projection, which comes from the displaced energies inside the triangles, cancels less completely. At $\sigma=0.005$ µeV (1.2 MHz) the advantage of ordered sticks is small: their errors are only 6 percent (spiral) and 19 percent (triangular) below the random one.

The last two rows separate interpolation from projection, since they use the same fine energies. At the narrowest width projection lowers the absorption error from 2.1 to 0.02 percent. The derivative is more demanding: its relative error, given as a fraction and not in percent, is 15 to 16 for all three coarse stick grids, 1.05 for interpolated sticks, 0.34 for coarse projection and 0.005 for interpolated projection.

Ripple can also be counted. At this width the exact absorption has one maximum, near 41.00 µeV. Counting maxima whose prominence exceeds 1 percent of the highest point gives 147 for triangular sticks, 136 for the spiral and 141 for one random grid. Interpolated sticks leave 115, coarse projection leaves 5, and interpolated projection leaves 1. The counts for sticks move by three or four when the bins are refined; those for projection do not. Of the four extra maxima in coarse projection, two lie just below $E_3$, where the sawtooth derived above is a plausible source. The other two lie just above $E_1$, far from the pole of the grid, and that derivation does not cover them.

The second-order law appears when $M$ is doubled from 15 to 30 to 60 at $\sigma=0.2$ µeV: the projection error falls from 0.94 to 0.24 to 0.059 percent, with observed orders 1.99 and 2.00. The cost of narrower lines also differs. For a 2 percent error, reducing $\sigma$ from 0.08 to 0.02 µeV raises the required $M$ from 25 to 79 for triangular sticks, but from 13 to 19 for projection. In nodes this is 351 to 3240 against 105 to 210, growth factors of about 9 and 2. Both lie below the factors 16 and 4 of the mesh conditions derived above, which are sufficient conditions and not sharp ones. These are the first successes in a sequence of meshes growing by roughly 10 percent.

The largest spline error is $1.0\times10^{-4}$ µeV, or 2 percent of the narrowest width. Refining the interpolated mesh further does not remove this displacement. If it matters, as it can when $\sigma$ approaches this value, either a more accurate interpolation or more energies on the coarse mesh are needed. For this smooth surface the first is enough: a polynomial of total degree 4 in $n_1^2$ and $n_2^2$, fitted by least squares to the same 496 energies, is accurate to about $10^{-6}$ µeV.

## The ranking of stick grids depends on symmetry

Now let $g=(2.00,\,2.00,\,2.20)$, with the unique axis along the axis of the spiral. The energy depends on $\theta$ alone, so all points in one triangular row coincide in energy. The 496 nodes yield 31 distinct energies. The spiral still has 496, at equal steps in $z$. From $E^2=q_1+(q_3-q_1)z^2$,

$$\frac{dE}{dz}=\frac{(q_3-q_1)z}{E}\le\frac{44^2-40^2}{44}=7.6\ \text{µeV},$$

where the maximum is reached at $z=1$. Neighbouring spiral energies are thus at most about $7.6/496=0.015$ µeV apart, less than a width of 0.02 µeV. At that width the absorption error is 0.14 percent for the spiral, most of it due to the finite energy bins, and 76 percent for triangular sticks.

Coarse projection brings the triangular grid down to 2.8 percent, which is still worse than the spiral. The spiral is therefore the better coarse choice for this axial case at this linewidth, while the triangular grid has the connectivity that projection and refinement require. The numerical check checks the resonance energy, the exact density, the total triangle area, the tent law, the variance formula, the convergence order and the main comparisons; it does not test the polynomial fit, the share of the energy bins in the stick errors and counts, the positions of the extra maxima, the sawtooth amplitudes, the bound on $\delta S$ or the spiral spacing estimate.

## Computed values

```
g values: 2.00 2.05 2.20
Zeeman quantum: 20.0 ueV = field 0.3455 T
principal energies (ueV): 40.00 41.00 44.00
same in GHz: 9.6720 9.9138 10.6392
coarse M 30, evaluations 496, triangles 900
fine M 240, nodes 29161, triangles 57600
octant area from triangles: 1.57079633 sr
coarse mesh angle h: 0.05236 rad
h*span: 0.2094 ueV; h^2*span: 0.01097 ueV
largest spline energy error: 9.87e-05 ueV
energy bin: 0.0005 ueV; random grids averaged: 300
relative L2 errors: absorption, derivative (dimensionless)
sigma = 0.200 ueV = 48.360 MHz
  random predicted: 0.0927, 0.3818
  random sticks: 0.09179, 0.38191
  spiral sticks: 0.00905, 0.03755
  triangular sticks: 0.00066, 0.00287
  coarse projection: 0.00236, 0.00825
  interpolated sticks: 0.00001, 0.00006
  interpolated projection: 0.00004, 0.00013
sigma = 0.020 ueV = 4.836 MHz
  random predicted: 0.3129, 3.9339
  random sticks: 0.31112, 3.89794
  spiral sticks: 0.20268, 3.87368
  triangular sticks: 0.14725, 2.44625
  coarse projection: 0.00689, 0.08700
  interpolated sticks: 0.00022, 0.00480
  interpolated projection: 0.00011, 0.00142
sigma = 0.005 ueV = 1.209 MHz
  random predicted: 0.6291, 15.7408
  random sticks: 0.62683, 15.72639
  spiral sticks: 0.58744, 15.24807
  triangular sticks: 0.50516, 15.04145
  coarse projection: 0.01368, 0.33740
  interpolated sticks: 0.02081, 1.05031
  interpolated projection: 0.00022, 0.00541
maxima at sigma 0.005 ueV, prominence over 1% of top:
  exact: 1
  random sticks: 141
  spiral sticks: 136
  triangular sticks: 147
  coarse projection: 5
  interpolated sticks: 115
  interpolated projection: 1
exact maximum: 0.7642 per ueV at 40.9997 ueV
projection errors, sigma 0.2 ueV, M 15/30/60: 0.009384 0.002357 0.000590
observed orders: 1.993 1.997
M for 2% error, sticks: 25 at 0.08 ueV, 79 at 0.02 ueV
M for 2% error, projection: 13 at 0.08 ueV, 19 at 0.02 ueV
axial g values: 2.00 2.00 2.20
  axial error, sigma 0.02 ueV, spiral sticks: 0.00140
  axial error, sigma 0.02 ueV, triangular sticks: 0.75577
  axial error, sigma 0.02 ueV, coarse projection: 0.02800
```
